**Charge per removed hydrogen at different tip currents**

If each electron landing on a site removes its hydrogen independently with probability $Y$, the mean site charge is $e/Y$ at any current, where $e$ is the elementary charge. The program simulates removal electron by electron and asserts that a tenfold arrival rate leaves the mean electron count at $1/Y$, within sampling error, while the time falls in proportion. It also asserts that the count drops when two electrons must cooperate, and that the rate of a ten-step vibrational ladder approaches the tenth power of current at low current. Line-exposure formulas are compared with time integration, a series and root finding; field-emission formulas are compared with barrier, energy and tip-surface integrals. For $Y=10^{-6}$ the output gives a site charge of 0.160 pC. At a line dose of 0.2 mC/cm, a 1000 nm line takes 20 s at 1 nA and 2 s at 10 nA, with about 0.40 pC of tip charge per removed hydrogen in both cases. Raising the current to 10 nA without raising the speed increases that charge to 2.5 pC.

## Numerical verification

```python
"""
Result under test: at fixed voltage, if each electron removes a hydrogen atom
independently with probability Y, the mean charge through a site is e/Y at any
current, and the mean removal time is inversely proportional to current.
Cooperative (multi-electron) removal breaks this invariance.

Symbols: Y yield per electron landing on one site; n_s site density;
sigma = Y/n_s cross section; s standard deviation of the Gaussian spot;
line dose = current/speed; d tip-sample gap; R tip radius; V sample bias;
phi tip work function. Lengths are in nm unless a name says otherwise.
All material and device inputs are rough, round model values.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

e, h, hbar, m_e = const.e, const.h, const.hbar, const.m_e

# Inputs
Y = 1e-6
bias = 8.0
phi = 4.5
radius = 40.0
lattice = 0.543
I_low, I_high = 1e-9, 10e-9
line_dose_mC_cm = 0.2
temperature = 300.0
levels = 10
quantum_eV = 0.26
lifetime = 10e-9
excite_prob = 1e-3
n_s = 2 / lattice**2
sigma = Y / n_s
line_dose = line_dose_mC_cm * 1e-3 / 1e7       # C/nm


# Electron-by-electron removal, with optional memory between electrons
def simulate(rate, direct, excite, life, seed, trials=8000):
    rng = np.random.default_rng(seed)
    clock = np.zeros(trials)
    excited = np.zeros(trials, dtype=bool)
    counts, times = [], []
    number = 0
    while clock.size:
        number += 1
        wait = rng.exponential(1 / rate, clock.size)
        clock = clock + wait
        excited &= rng.random(clock.size) < np.exp(-wait / life)
        hit = rng.random(clock.size) < excite
        gone = (rng.random(clock.size) < direct) | (hit & excited)
        excited |= hit
        counts.extend([number] * int(gone.sum()))
        times.extend(clock[gone])
        clock, excited = clock[~gone], excited[~gone]
    return np.mean(counts), np.mean(times)


test_yield = 0.01
sim_low = simulate(1.0, test_yield, 0.0, 1.0, 11)
sim_high = simulate(10.0, test_yield, 0.0, 1.0, 12)
for rate, result in ((1.0, sim_low), (10.0, sim_high)):
    # Sampling error is about 1.1 percent.
    assert abs(result[0] * test_yield - 1) < 0.06
    assert abs(result[1] * test_yield * rate - 1) < 0.06
pair_low = simulate(1.0, 0.0, 0.1, 1.0, 13)
pair_high = simulate(10.0, 0.0, 0.1, 1.0, 14)
for rate, result in ((1.0, pair_low), (10.0, pair_high)):
    a = 0.1 * rate
    assert abs(result[0] / (rate * (2 * a + 1) / a**2) - 1) < 0.06
assert pair_high[0] < 0.5 * pair_low[0]


# Vibrational ladder: mean time from ground level to the escape level
def ladder_time(excitation, relaxation, steps, occupation=0.0):
    passage, total = 0.0, 0.0
    for n in range(steps):
        up = (n + 1) * (excitation + relaxation * occupation)
        down = n * (excitation + relaxation * (1 + occupation))
        passage = (1 + down * passage) / up
        total += passage
    return total


generator = np.zeros((levels, levels))
for n in range(levels):
    up, down = (n + 1) * 0.3, n * 1.3
    generator[n, n] = -(up + down)
    if n + 1 < levels:
        generator[n, n + 1] = up
    if n:
        generator[n, n - 1] = down
direct_time = np.linalg.solve(generator, -np.ones(levels))[0]
assert abs(ladder_time(0.3, 1.0, levels) / direct_time - 1) < 1e-7
low_slope = math.log(ladder_time(1e-5, 1, levels)
                     / ladder_time(2e-5, 1, levels)) / math.log(2)
assert abs(low_slope - levels) < 0.01

# Field emission: barrier constant, current density, spot and gap
barrier_B = 8 * math.pi * math.sqrt(2 * m_e) * e**1.5 / (3 * e * h) / 1e9
b = barrier_B * phi**1.5                        # V/nm


def density(field):                            # A/nm^2, field in V/nm
    prefactor = e**3 * (field * 1e9)**2 / (8 * math.pi * h * phi * e)
    return prefactor * math.exp(-b / field) * 1e-18


def spot(gap):
    return math.sqrt(radius * gap / (2 + b * gap / bias))


def emission(gap):
    return density(bias / gap) * 2 * math.pi * spot(gap)**2


gap_low = brentq(lambda g: emission(g) - I_low, 0.8, 3.0)
gap_high = brentq(lambda g: emission(g) - I_high, 0.8, 3.0)
s, s_high = spot(gap_low), spot(gap_high)
F_low, F_high = bias / gap_low, bias / gap_high


def wkb_exponent(barrier, field):
    def kappa(z):
        return math.sqrt(max(0.0, 2*m_e*e*(barrier-field*z))) / hbar * 1e-9
    return 2 * quad(kappa, 0, barrier / field)[0]


assert abs(wkb_exponent(phi, F_low) / (b / F_low) - 1) < 1e-6
supply = quad(lambda x: x * math.exp(-wkb_exponent(phi + x, F_low)),
              0, 3.0, epsabs=0, epsrel=1e-6)[0]
density_energy = 4 * math.pi * m_e * e / h**3 * e**2 * supply * 1e-18
# The closed form linearizes the exponent in energy: several percent error.
assert abs(density_energy / density(F_low) - 1) < 0.12

for gap in (gap_low, gap_high):
    def ring(r, g=gap):
        local_gap = g + radius - math.sqrt(radius**2 - r**2)
        return 2 * math.pi * r * density(bias / local_gap)
    total = quad(ring, 0, 15, epsabs=0, epsrel=1e-8)[0]
    moment = quad(lambda r: r*r*ring(r), 0, 15, epsabs=0, epsrel=1e-8)[0]
    # The Gaussian form drops higher powers of the local gap change.
    assert abs(total / emission(gap) - 1) < 0.04
    assert abs(math.sqrt(moment / total / 2) / spot(gap) - 1) < 0.04
assert abs(s_high / s - 1) < 0.05


# Line writing
def strength(dose, width):
    return sigma * dose / (e * math.sqrt(2 * math.pi) * width)


def removed_fraction(y, dose, width):
    return -math.expm1(-strength(dose, width)
                       * math.exp(-y*y / (2 * width**2)))


def removed_per_nm(dose, width):
    return 2 * n_s * quad(removed_fraction, 0, 12 * width,
                          args=(dose, width), epsabs=0, epsrel=1e-9)[0]


def half_width_full(dose, width):
    return 2 * width * math.sqrt(2*math.log(strength(dose, width)
                                          / math.log(2)))


speed_low, speed_high = I_low / line_dose, I_high / line_dose
for current, speed in ((I_low, speed_low), (I_high, speed_high)):
    offset = 1.5
    end = 8 * s / speed

    def loss(t, p):
        r2 = (speed * t)**2 + offset**2
        flux = current / e * math.exp(-r2/(2*s*s)) / (2*math.pi*s*s)
        return -sigma * flux * p
    path = solve_ivp(loss, (-end, end), [1.0], max_step=end/100,
                     rtol=1e-8, atol=1e-10)
    assert abs(1-path.y[0, -1]-removed_fraction(offset, line_dose, s)) < 1e-6

A = strength(line_dose, s)
series = sum((-1)**(k+1) * A**k / (math.factorial(k) * math.sqrt(k))
             for k in range(1, 60))
removed = removed_per_nm(line_dose, s)
assert abs(removed / (n_s * math.sqrt(2*math.pi) * s * series) - 1) < 1e-7
edge = brentq(lambda y: removed_fraction(y, line_dose, s)-0.5, 0, 8*s)
width_half = half_width_full(line_dose, s)
assert abs(2 * edge / width_half - 1) < 1e-8
small_dose = line_dose * 1e-5
assert abs(small_dose / removed_per_nm(small_dose, s) / (e/Y) - 1) < 1e-4
cost = line_dose / removed
dose_over = I_high / speed_low
cost_over = dose_over / removed_per_nm(dose_over, s)
assert cost_over > cost > e / Y
cost_spot = line_dose / removed_per_nm(line_dose, s_high)

# Sizes of neglected effects
site_low = I_low / e / (2 * math.pi * s**2 * n_s)
site_high = I_high / e / (2 * math.pi * s_high**2 * n_s)
kT_eV = const.k * temperature / e
occupation = 1 / math.expm1(quantum_eV / kT_eV)


def ladder_share(probability):
    rate = 1 / ladder_time(probability * site_high, 1 / lifetime,
                           levels, occupation)
    return rate / (Y * site_high)


critical = 10**brentq(lambda x: math.log(ladder_share(10**x)/0.01), -4, 0)
overlap_life = 10e-15
overlap = -math.expm1(-site_high * overlap_life)
series_ohm = 1e6
voltage_change = (I_high - I_low) * series_ohm
attempt, barrier = 1e15, 2.5
thermal_rate = attempt * math.exp(-barrier / kT_eV)
pressure_torr = 1e-10
pressure = pressure_torr * const.torr
mass_H2 = 2 * (const.m_p + m_e)
gas_flux = pressure / math.sqrt(2*math.pi*mass_H2*const.k*temperature)*1e-18
line_length = 1000.0
time_low, time_high = line_length / speed_low, line_length / speed_high
refill_bound = 2 * gas_flux / n_s * time_low
assert ladder_share(excite_prob) < 1e-3
assert thermal_rate * time_low < 1e-6

# Low-voltage contrast: the whole current passes through one site
I_a, I_b = 2e-9, 4e-9
t_a, t_b = [ladder_time(excite_prob * i / e, 1 / lifetime, levels,
                       occupation) for i in (I_a, I_b)]
Q_a, Q_b = I_a * t_a, I_b * t_b
rate_exponent = math.log(t_a / t_b) / math.log(I_b / I_a)
assert Q_b < Q_a


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Input yield Y", Y, "per electron")
show("Input bias; work function 4.5 eV is next", bias, "V")
show("Input tip work function", phi, "eV")
show("Input tip radius", radius, "nm")
show("Input Si lattice constant", lattice, "nm")
show("Input low current", I_low*1e9, "nA")
show("Input high current", I_high*1e9, "nA")
show("Input line dose", line_dose_mC_cm, "mC/cm")
show("Site density", n_s, "nm^-2")
show("Removal cross section", sigma, "nm^2")
show("Mean site charge e/Y", e/Y*1e12, "pC")
show("Site charge for 99% removal", e/Y*math.log(100)*1e12, "pC")
show("Simulation Y=0.01, rate 1: mean electrons", sim_low[0])
show("Simulation Y=0.01, rate 10: mean electrons", sim_high[0])
show("Simulation time ratio, low/high rate", sim_low[1]/sim_high[1])
show("Two-hit simulation, rate 1: mean electrons", pair_low[0])
show("Two-hit simulation, rate 10: mean electrons", pair_high[0])
show("Gap at low current", gap_low, "nm")
show("Gap at high current", gap_high, "nm")
show("Field at low current", F_low, "V/nm")
show("Field at high current", F_high, "V/nm")
show("Spot s at low current", s, "nm")
show("Spot s at high current", s_high, "nm")
show("Central-site removal time, low current", 1e3/(Y*site_low), "ms")
show("Central-site removal time, high current", 1e3/(Y*site_high), "ms")
show("Speed at low current", speed_low, "nm/s")
show("Speed at high current, same dose", speed_high, "nm/s")
show("Time for 1000 nm line, low current", time_low, "s")
show("Time for 1000 nm line, high current", time_high, "s")
show("Line exposure strength A", A)
show("Removed fraction at line centre", 100*(1-math.exp(-A)), "%")
show("Line width at 50% removal", width_half, "nm")
show("Removed H per line length", removed, "nm^-1")
show("Tip charge per removed H, same dose", cost*1e12, "pC")
show("Same, with high-current spot", cost_spot*1e12, "pC")
show("Line dose, high current at low speed", dose_over*1e10, "mC/cm")
show("Tip charge per H, high current at low speed", cost_over*1e12, "pC")
show("Width, high current at low speed", half_width_full(dose_over, s), "nm")
show("Ladder steps (input)", levels)
show("Vibrational quantum (input)", quantum_eV, "eV")
show("Vibrational lifetime (input)", lifetime*1e9, "ns")
show("Excitation probability (input)", excite_prob, "per electron")
show("Ladder contrast charge at 2 nA", Q_a*1e12, "pC")
show("Ladder contrast charge at 4 nA", Q_b*1e12, "pC")
show("Ladder rate exponent, 2 to 4 nA", rate_exponent)
show("Ladder/direct rate at 10 nA", ladder_share(excite_prob), "", 2)
show("Excitation probability for 1% ladder/direct", critical, "", 3)
show("Overlap probability for 10 fs excitation", overlap, "", 2)
show("Added voltage loss in 1 Mohm", voltage_change*1e3, "mV")
show("Thermal desorption (1e15/s, 2.5 eV, 300 K)", thermal_rate, "s^-1", 2)
show("Refill upper bound (1e-10 Torr H2, low-current line)",
     refill_bound*100, "%", 2)
print("OK")
```

Output:

```
Input yield Y: 1e-06 per electron
Input bias; work function 4.5 eV is next: 8 V
Input tip work function: 4.5 eV
Input tip radius: 40 nm
Input Si lattice constant: 0.543 nm
Input low current: 1 nA
Input high current: 10 nA
Input line dose: 0.2 mC/cm
Site density: 6.783 nm^-2
Removal cross section: 1.474e-07 nm^2
Mean site charge e/Y: 0.1602 pC
Site charge for 99% removal: 0.7378 pC
Simulation Y=0.01, rate 1: mean electrons: 99.6
Simulation Y=0.01, rate 10: mean electrons: 100.7
Simulation time ratio, low/high rate: 9.888
Two-hit simulation, rate 1: mean electrons: 120.3
Two-hit simulation, rate 10: mean electrons: 29.9
Gap at low current: 1.525 nm
Gap at high current: 1.282 nm
Field at low current: 5.246 V/nm
Field at high current: 6.24 V/nm
Spot s at low current: 2.056 nm
Spot s at high current: 2.03 nm
Central-site removal time, low current: 28.87 ms
Central-site removal time, high current: 2.813 ms
Speed at low current: 50 nm/s
Speed at high current, same dose: 500 nm/s
Time for 1000 nm line, low current: 20 s
Time for 1000 nm line, high current: 2 s
Line exposure strength A: 3.571
Removed fraction at line centre: 97.19 %
Line width at 50% removal: 7.446 nm
Removed H per line length: 50.08 nm^-1
Tip charge per removed H, same dose: 0.3993 pC
Same, with high-current spot: 0.4027 pC
Line dose, high current at low speed: 2 mC/cm
Tip charge per H, high current at low speed: 2.516 pC
Width, high current at low speed: 11.55 nm
Ladder steps (input): 10
Vibrational quantum (input): 0.26 eV
Vibrational lifetime (input): 10 ns
Excitation probability (input): 0.001 per electron
Ladder contrast charge at 2 nA: 8029 pC
Ladder contrast charge at 4 nA: 50.75 pC
Ladder rate exponent, 2 to 4 nA: 8.306
Ladder/direct rate at 10 nA: 9.8e-19
Excitation probability for 1% ladder/direct: 0.0479
Overlap probability for 10 fs excitation: 3.6e-06
Added voltage loss in 1 Mohm: 9 mV
Thermal desorption (1e15/s, 2.5 eV, 300 K): 1e-27 s^-1
Refill upper bound (1e-10 Torr H2, low-current line): 0.84 %
OK
```
